# Hot electrons, slow phonons: when exchange and decay times add in series, part 1

(Sections cited here and not found follow in the second part.)

## First half: the balance of each phonon mode

Take silicon with \(5\times10^{19}\) conduction electrons per cm³, heated by a field to 1000 K while the lattice stays at 300 K. Let the electrons cool through one kind of optical phonon, with a quantum of 62 meV. If these phonons vanished as soon as they were emitted, each electron would lose 0.197 eV/ps, and the time that governs this loss is 0.267 ps. Now let the phonons live for 5 ps, nearly nineteen times longer. If the two times simply added, the cooling would fall to about one twentieth. The model gives 0.119 eV/ps, about six tenths of the loss with cold phonons. Why does so long a phonon lifetime do so little?

Two times do add, but 0.267 ps is the wrong partner for 5 ps. It describes an electron, whereas 5 ps describes a phonon mode, and there are many more modes than electrons. The time that belongs beside the phonon lifetime is the time in which the electrons bring a mode into equilibrium with themselves.

### The model

The phonon has angular frequency \(\omega\), quantum \(E_0=\hbar\omega\) and no dispersion. It carries electrons between the two silicon valleys that lie on the same crystal axis (the g-type process). The wavevector joining the two minima, reduced to the first Brillouin zone, is the centre of a group of phonon modes; a mode of the group is labelled by its offset \(\mathbf p\) from that centre. With electron wavevectors measured from the minimum of their own valley, absorption of this phonon takes an electron from \(\mathbf k\) in the source valley to \(\mathbf k+\mathbf p\) in the target valley. Emission into the same mode is the reverse transition. There are six valleys and six such groups, one for each ordered pair of opposite valleys. Every valley holds \(n_v\) electrons per volume, one sixth of the total density \(n\).

The valleys are parabolic, \(E_{\mathbf k}=\sum_i\hbar^2k_i^2/2m_i\), with masses \(m_i\) along the principal axes. The electrons have a thermal distribution at temperature \(T_e\), with the same chemical potential in all valleys and negligible drift. With a constant deformation potential \(D\), mass density \(\rho\) and crystal volume \(V\), the squared matrix element, without its phonon-number factor, is

\[
|g|^2=\frac{\hbar D^2}{2\rho\omega V}.
\]

Finally, each mode decays into a bath of other phonons at temperature \(T_L\) with a single decay time \(\tau_d\). The Bose occupations of the quantum \(E_0\) at the two temperatures are

\[
N_e=\frac1{e^{E_0/k_BT_e}-1},\qquad N_L=\frac1{e^{E_0/k_BT_L}-1}.
\]

### Emission and absorption by thermal electrons

Let \(N\) be the mean occupation of one mode. Absorption is proportional to \(N\) and emission to \(N+1\), so the electrons change the occupation at the rate

\[
\left(\frac{dN}{dt}\right)_{el}=G(N+1)-AN .
\]

The golden rule, with a factor 2 for spin, gives

\[
A=\frac{2\pi}{\hbar}|g|^2\,2\sum_{\mathbf k}f_{\mathbf k}(1-f_{\mathbf k+\mathbf p})\,\delta(E_{\mathbf k+\mathbf p}-E_{\mathbf k}-E_0),
\]

and \(G\) is the same sum with \(f_{\mathbf k+\mathbf p}(1-f_{\mathbf k})\) in place of the occupation factors. For a Fermi function, \(f/(1-f)=e^{(\mu-E)/k_BT_e}\). Dividing this relation for the upper state by that for the lower state gives

\[
f_{\mathbf k+\mathbf p}(1-f_{\mathbf k})=f_{\mathbf k}(1-f_{\mathbf k+\mathbf p})\,e^{-(E_{\mathbf k+\mathbf p}-E_{\mathbf k})/k_BT_e}.
\]

The delta function fixes the energy difference at \(E_0\), so the exponential comes out of the sum and \(G=A\,e^{-E_0/k_BT_e}\). Pauli blocking does not disturb this ratio. Now rearrange the rate:

\[
G(N+1)-AN=G-(A-G)N=(A-G)\left(\frac{G}{A-G}-N\right).
\]

The ratio in the bracket is \(1/(A/G-1)=1/(e^{E_0/k_BT_e}-1)=N_e\). Therefore

\[
\left(\frac{dN}{dt}\right)_{el}=\frac{N_e-N}{\tau_{ex}},\qquad \frac1{\tau_{ex}}=A-G. \tag{1}
\]

The exchange time \(\tau_{ex}\) is the inverse of net absorption, that is, absorption minus stimulated emission. Spontaneous emission appears in the target value \(N_e\).

### The series law

With decay included, the mode obeys

\[
\frac{dN}{dt}=\frac{N_e-N}{\tau_{ex}}-\frac{N-N_L}{\tau_d}. \tag{2}
\]

In steady state the two terms are equal. Call their common value \(J\), the number of quanta per unit time that pass from the electrons through the mode to the bath. Then \(N_e-N=J\tau_{ex}\) and \(N-N_L=J\tau_d\). Adding these two equations removes \(N\):

\[
J=\frac{N_e-N_L}{\tau_{ex}+\tau_d}. \tag{3}
\]

This is a series circuit. The occupation difference is the voltage, the flow of quanta is the current, and the times are the resistances. The driving force is a difference of occupations; it becomes proportional to \(T_e-T_L\) when the two temperatures are close, or when both thermal energies are large compared with \(E_0\). Neither holds between 300 and 1000 K for a 62 meV quantum. The circuit also has a resistance that depends on its voltage, since \(\tau_{ex}\) varies with \(T_e\) and with density; equation (3) takes its value in the steady state itself.

Substituting \(J\) into \(N=N_L+J\tau_d\) gives the occupation between the two resistances:

\[
N=\frac{\tau_dN_e+\tau_{ex}N_L}{\tau_{ex}+\tau_d}. \tag{4}
\]

The approach to this value is governed by a different combination. At fixed \(T_e\), the coefficient of \(-N\) in equation (2) is \(1/\tau_{ex}+1/\tau_d\). Times add for the steady current, while rates add for the relaxation of the occupation, because a disturbance of \(N\) can leave through either end.

If \(M\) equivalent modes per volume serve the \(n_v\) electrons of one valley, the power lost per electron is \(P=ME_0J/n_v\):

\[
P=\frac{M}{n_v}\,\frac{E_0(N_e-N_L)}{\tau_{ex}+\tau_d}. \tag{5}
\]

### The exchange rate of a real mode

The modes of a group are not equivalent, so \(M\) and \(\tau_{ex}\) need a definition. Write \(\Gamma=A-G\) for the exchange rate of one mode. In the difference of the occupation factors the products cancel, \(f(1-f')-f'(1-f)=f-f'\). For nondegenerate electrons, \(f\propto e^{-E/k_BT_e}\), and energy conservation gives \(f_{\mathbf k+\mathbf p}=f_{\mathbf k}e^{-2z}\), where

\[
z=\frac{E_0}{2k_BT_e}.
\]

Thus \(\Gamma\) is \((2\pi/\hbar)|g|^2(1-e^{-2z})\) times \(2\sum f_{\mathbf k}\,\delta(X-E_0)\), where

\[
X=E_{\mathbf k+\mathbf p}-E_{\mathbf k}=\varepsilon+\sum_i\frac{\hbar^2k_ip_i}{m_i},\qquad \varepsilon=\sum_i\frac{\hbar^2p_i^2}{2m_i}.
\]

In a Maxwellian each \(k_i\) is an independent Gaussian variable with zero mean and variance \(m_ik_BT_e/\hbar^2\). Hence \(X\) is Gaussian too, with mean \(\varepsilon\) and variance

\[
\sum_i\frac{\hbar^4p_i^2}{m_i^2}\,\frac{m_ik_BT_e}{\hbar^2}=2\varepsilon k_BT_e .
\]

Since \(2\sum f_{\mathbf k}=Vn_v\), the sum equals \(Vn_v\) times the probability density of \(X\) at \(E_0\). With \(C=\pi D^2/\rho\omega\), which is \((2\pi/\hbar)|g|^2V\),

\[
\Gamma(\varepsilon)=\frac{Cn_v(1-e^{-2z})}{\sqrt{4\pi\varepsilon k_BT_e}}\exp\!\left[-\frac{(E_0-\varepsilon)^2}{4\varepsilon k_BT_e}\right]. \tag{6}
\]

The unequal masses enter through \(\varepsilon\) alone. To count modes, set \(p_i=\sqrt{2m_i}\,s_i/\hbar\), so that \(\varepsilon=s^2\). Then \(d^3p/(2\pi)^3\) becomes \((2m_d)^{3/2}4\pi s^2ds/(8\pi^3\hbar^3)\), with \(m_d=(m_1m_2m_3)^{1/3}\). Because \(s^2ds=\tfrac12\sqrt\varepsilon\,d\varepsilon\), the number of modes per volume is

\[
B\sqrt\varepsilon\,d\varepsilon,\qquad B=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}.
\]

### One mode to represent the group

Two sums over the group are needed. With \(\varepsilon=E_0e^u\), the exponent in (6) becomes \(-z(\cosh u-1)\). The factor \(\sqrt\varepsilon\) of the mode density cancels the one in \(\Gamma\), and the first sum contains

\[
\int_0^\infty e^{-z(\cosh u-1)}d\varepsilon=E_0e^z\!\int_{-\infty}^{\infty}\!e^{u}e^{-z\cosh u}du=2E_0e^zK_1(z),
\]

because the odd part of \(e^u\) integrates to zero and \(K_1(z)=\int_0^\infty\cosh u\,e^{-z\cosh u}du\) is the modified Bessel function. With \(1-e^{-2z}=2e^{-z}\sinh z\),

\[
S_1=\sum\Gamma=\frac{4BCn_vE_0\sinh z\,K_1(z)}{\sqrt{4\pi k_BT_e}}. \tag{7}
\]

The second sum contains \(\int\varepsilon^{-1/2}e^{-2z(\cosh u-1)}d\varepsilon\). Here \(\varepsilon^{-1/2}d\varepsilon=\sqrt{E_0}\,e^{u/2}du\), of which the even part survives. With \(v=\sinh(u/2)\), one has \(\cosh u-1=2v^2\) and \(\cosh(u/2)du=2dv\), so the integral is

\[
4\sqrt{E_0}\int_0^\infty e^{-4zv^2}dv=\sqrt{\frac{\pi E_0}{z}}=\sqrt{2\pi k_BT_e}.
\]

Hence

\[
S_2=\sum\Gamma^2=BC^2n_v^2(1-e^{-2z})^2\,\frac{\sqrt{2\pi k_BT_e}}{4\pi k_BT_e}. \tag{8}
\]

Define the representative mode by requiring \(M/\tau_{ex}=S_1\) and \(M/\tau_{ex}^2=S_2\). Division gives \(1/\tau_{ex}=S_2/S_1\). The thermal square roots combine to \(1/\sqrt2\), and \((1-e^{-2z})^2=4e^{-2z}\sinh^2z\), so

\[
\frac1{\tau_{ex}}=\frac{Cn_ve^{-2z}\sinh z}{\sqrt2\,E_0K_1(z)},\qquad
M=S_1\tau_{ex}=\frac{2\sqrt2\,BE_0^2K_1^2(z)e^{2z}}{\sqrt{\pi k_BT_e}}. \tag{9}
\]

The exchange rate is proportional to the electron density. The number of modes depends on neither density nor coupling strength; it measures the phase space that the electrons reach.

The series law holds for each mode separately, with \(\tau_{ex}\) replaced by \(1/\Gamma\). The power with all modes kept is therefore

\[
P_{all}=\frac{E_0(N_e-N_L)}{n_v}\sum\frac{\Gamma}{1+\Gamma\tau_d}. \tag{10}
\]

Write the sum as \(S_1\langle1/(1+\Gamma\tau_d)\rangle\), an average with weights \(\Gamma/S_1\). Under these weights \(\langle\Gamma\rangle=S_2/S_1=1/\tau_{ex}\). The function \(1/(1+x\tau_d)\) is convex in \(x\), so its average is at least its value at the average, and \(P_{all}\ge P\). Expansion in \(\tau_d\) shows the size of the difference: the terms of order zero and one agree, and the first discrepancy in the average is \(\tau_d^2(\langle\Gamma^2\rangle-\langle\Gamma\rangle^2)\). One representative mode thus underestimates the cooling when the modes decay independently, with an error of second order for short lifetimes.

## Second half: the balance of the electrons, and what each route assumes

The symbols carried over are these. \(E_0\) is the phonon quantum, \(N_e\) and \(N_L\) are its Bose occupations at the electron temperature \(T_e\) and the bath temperature \(T_L\), and \(z=E_0/2k_BT_e\). One valley holds \(n_v\) electrons per volume. A phonon mode equilibrates with the electrons in the time \(\tau_{ex}\) and decays in the time \(\tau_d\). There are \(M\) representative modes per volume and valley, and \(P\) is the power lost per electron. The coupling constant is \(C=\pi D^2/\rho\omega\), and \(B\sqrt E\) is the density of states of one valley, per volume, energy and spin. The first half followed single phonon modes and found

\[
P=\frac{M}{n_v}\frac{E_0(N_e-N_L)}{\tau_{ex}+\tau_d},\qquad \frac M{\tau_{ex}}=S_1=\frac{4BCn_vE_0\sinh z\,K_1(z)}{\sqrt{4\pi k_BT_e}}. \tag{11}
\]

### A second derivation, from the electrons

Now follow an electron, and suppose that all phonon modes it can use share one occupation \(N\). The golden rule sums over final states, and the spin is conserved. An electron of energy \(E\) in a nondegenerate gas absorbs and emits phonons at the rates

\[
W_{ab}=CBN\sqrt{E+E_0},\qquad W_{em}=CB(N+1)\sqrt{E-E_0}\quad(E>E_0).
\]

An electron absorbs from one group of modes and emits into the opposite group. Since opposite valleys are equally filled, the net loss per valley equals the net gain per group.

The Maxwellian distribution of energies is \((2/\sqrt\pi)(k_BT_e)^{-3/2}\sqrt E\,e^{-E/k_BT_e}\). Averaging absorption over it leads to the integral

\[
I=\int_0^\infty\sqrt{E(E+E_0)}\,e^{-E/k_BT_e}dE .
\]

For emission, let \(E'=E-E_0\) be the final energy. The integrand becomes \(\sqrt{(E'+E_0)E'}\,e^{-(E'+E_0)/k_BT_e}\), so the integral is \(e^{-2z}I\). The mean power lost is then

\[
P=E_0CB\,\frac{2I}{\sqrt\pi(k_BT_e)^{3/2}}\left[(N+1)e^{-2z}-N\right].
\]

Since \(N_e=e^{-2z}/(1-e^{-2z})\), the bracket equals \((1-e^{-2z})(N_e-N)\). To evaluate \(I\), put \(E=\tfrac12E_0(\cosh u-1)\). Then \(\sqrt{E(E+E_0)}=\tfrac12E_0\sinh u\) and \(dE=\tfrac12E_0\sinh u\,du\), which gives

\[
I=\frac{E_0^2}{4}e^z\int_0^\infty\sinh^2u\,e^{-z\cosh u}du=\frac{E_0^2}{4}e^z\frac{K_1(z)}z=\frac{E_0k_BT_e}{2}e^zK_1(z).
\]

The middle step is an integration by parts: \(\sinh u\,e^{-z\cosh u}\) is the derivative of \(-e^{-z\cosh u}/z\), the boundary terms vanish, and \(\int\cosh u\,e^{-z\cosh u}du\) remains. Collecting factors with \(1-e^{-2z}=2e^{-z}\sinh z\),

\[
P=\frac{E_0(N_e-N)}{\tau_e},\qquad \frac1{\tau_e}=\frac{2CBE_0\sinh z\,K_1(z)}{\sqrt{\pi k_BT_e}}. \tag{12}
\]

The phonons supply the second equation. In steady state the energy given up by the electrons equals the energy that decays into the bath:

\[
n_vP=ME_0\frac{N-N_L}{\tau_d}. \tag{13}
\]

From (12), \(N_e-N=P\tau_e/E_0\). From (13), \(N-N_L=(n_v/M)P\tau_d/E_0\). Their sum is free of \(N\), and

\[
P=\frac{E_0(N_e-N_L)}{\tau_e+(n_v/M)\tau_d}. \tag{14}
\]

Comparison of (12) with (11) shows \(1/\tau_e=S_1/n_v=M/(n_v\tau_{ex})\), that is, \(\tau_e=(n_v/M)\tau_{ex}\). With this, (14) is the result of the first half. It also answers the opening question: beside the electron's own time stands the phonon lifetime multiplied by \(n_v/M\), the number of electrons per mode. Many modes share the emitted quanta, and each fills slowly.

Following the phonon modes and following the electrons lead to the same series law, in which the phonon lifetime is multiplied by the number of electrons per mode before it is added to the electron's own time. What remains is to compare the assumptions of the two derivations, work through the silicon example and see how far the model holds in a real device.

Numbers in the example were calculated in double precision.
